**Fitting pd levels with Hellmann-Feynman derivatives and a singular-value cutoff**

The program fits $E_{\rm av}$, the Slater integrals $F^2,G^1,G^3$ and the spin-orbit constants $\zeta_p,\zeta_d$ of a pd configuration to synthetic levels with 2 meV errors. It builds the angular matrices by quadrature and asserts that their LS limit agrees with 6j formulas. It also asserts that the derivatives agree with finite differences, that order-preserving pairings are optimal for equal weights, and that the final fit agrees with a general least-squares minimiser. With eleven levels, the fit corrects its initial pairing and predicts the missing $^1D_2$ level at 2.7183 ± 0.0015 eV, against 2.7201 eV in the model. The covariance errors are asserted to agree within 20% with the scatter of 400 repeated fits. With triplets alone, one singular value falls to 0.18, and the program asserts that its combination lies close to the LS null vector. Changing the link $G^3/G^1$ from 0.6 to 0.7 then moves the predicted $^1P_1$ level by 49 meV but the triplets by at most 0.21 meV.

## Numerical verification

```python
"""Fit of Slater and spin-orbit parameters of a pd configuration to levels.

Result under test: for H(p) = sum_k p_k A_k, iterated linear least squares with
D_ik = <i|A_k|i> minimises the squared level deviations, with pairing of levels
inside each J, linked parameters, and removal of ill-determined combinations by
singular values.  Parameters p: Eav (mean of all 60 states), F2, G1, G3 (Slater
integrals), zp, zd (spin-orbit constants of p and d electron), all in eV.
Observed levels are synthetic: round parameters plus seeded Gaussian errors.
"""
from itertools import combinations, permutations
from math import factorial, sqrt
import numpy as np
from scipy.optimize import least_squares, linear_sum_assignment
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j, wigner_6j

NAMES = ["Eav", "F2", "G1", "G3", "zp", "zd"]
X, WX = np.polynomial.legendre.leggauss(16)


def theta(l, m):
    """Polar part of a spherical harmonic, normalised on -1 < x < 1."""
    a = abs(m)
    f = sqrt((2*l + 1)/2*factorial(l - a)/factorial(l + a))*lpmv(a, l, X)
    return f*(-1)**a if m < 0 else f


def c_matrix(l1, l2, k, q):
    """<l1 m|C^k_q|l2 m'> by quadrature, times the unit matrix in spin."""
    c = np.zeros((2*l1 + 1, 2*l2 + 1))
    for m in range(-l1, l1 + 1):
        n = m - q
        if abs(n) <= l2:
            integral = np.sum(WX*theta(l1, m)*theta(k, q)*theta(l2, n))
            c[m + l1, n + l2] = sqrt(2/(2*k + 1))*integral
    return np.kron(c, np.eye(2))


def angular(j):
    """z component and raising operator, ordered by increasing m."""
    m = np.arange(-j, j + 1)
    return np.diag(m), np.diag(np.sqrt(j*(j + 1) - m[:-1]*(m[:-1] + 1)), -1)


def one_electron(l):
    lz, lp = angular(float(l))
    sz, sp = angular(0.5)
    il, i2 = np.eye(2*l + 1), np.eye(2)
    so = np.kron(lz, sz) + 0.5*(np.kron(lp, sp.T) + np.kron(lp.T, sp))
    return [np.kron(lz, i2), np.kron(lp, i2), np.kron(il, sz), np.kron(il, sp), so]


def direct(k):
    return sum((-1)**q*np.kron(c_matrix(1, 1, k, q), c_matrix(2, 2, k, -q))
               for q in range(-k, k + 1))


def exchange(k):
    x = sum((-1)**q*np.einsum("ad,bc->abcd", c_matrix(1, 2, k, q),
                              c_matrix(2, 1, k, -q)) for q in range(-k, k + 1))
    return -x.reshape(60, 60)


op_p, op_d = one_electron(1), one_electron(2)
I6, I10, I60 = np.eye(6), np.eye(10), np.eye(60)
LZ, LP, SZ, SP = [np.kron(op_p[i], I10) + np.kron(I6, op_d[i]) for i in range(4)]
JZ, JP = LZ + SZ, LP + SP
L2 = LP.T@LP + LZ@LZ + LZ
S2 = SP.T@SP + SZ@SZ + SZ
coulomb = [direct(2), exchange(1), exchange(3)]
means = [np.trace(c)/60 for c in coulomb]
assert np.allclose(means, [0, -1/15, -3/70], atol=1e-12)
FULL = np.array([I60] + [c - a*I60 for c, a in zip(coulomb, means)]
                + [np.kron(op_p[4], I10), np.kron(I6, op_d[4])])

# Blocks of fixed J, from states with M = J that the raising operator annihilates
TERM = {2: "1P", 6: "1D", 12: "1F", 22: "3P", 26: "3D", 32: "3F"}
LQ = {"P": 1, "D": 2, "F": 3}
A, TVEC, TNAME = {}, {}, {}


def reduced(a, k, b):
    return (-1)**a*sqrt((2*a + 1)*(2*b + 1))*float(wigner_3j(a, k, b, 0, 0, 0))


def racah(term):
    """Coefficients of F2, G1, G3 in the LS term energy from 6j symbols."""
    L, sign = LQ[term[1]], 1 if term[0] == "1" else -1
    f2 = (-1)**(3 + L)*reduced(1, 2, 1)*reduced(2, 2, 2)
    f2 *= float(wigner_6j(1, 2, L, 2, 1, 2))
    g = [sign*reduced(1, k, 2)**2*float(wigner_6j(1, 2, L, 1, 2, k)) for k in (1, 3)]
    return np.array([f2] + g)


for J in range(5):
    idx = np.where(np.abs(np.diag(JZ) - J) < 1e-9)[0]
    e, v = np.linalg.eigh((JP.T@JP)[np.ix_(idx, idx)])
    basis = np.zeros((60, int(np.sum(e < 1e-8))))
    basis[idx] = v[:, e < 1e-8]
    A[J] = np.array([basis.T@m@basis for m in FULL])
    key, TVEC[J] = np.linalg.eigh(basis.T@(L2 + 10*S2)@basis)
    TNAME[J] = [TERM[int(round(x))] for x in key]
    for i, name in enumerate(TNAME[J]):
        state = basis@TVEC[J][:, i]
        assert np.allclose([state@c@state for c in coulomb], racah(name), atol=1e-10)
assert [A[J].shape[1] for J in range(5)] == [1, 3, 4, 3, 1]


def energies(p):
    return {J: np.linalg.eigvalsh(np.tensordot(p, A[J], 1)) for J in A}


def derivative(p, J, i):
    v = np.linalg.eigh(np.tensordot(p, A[J], 1))[1][:, i]
    return np.array([v@a@v for a in A[J]])


def describe(p, J):
    """Unique LS name and weight of that term for each level of given J."""
    v = np.linalg.eigh(np.tensordot(p, A[J], 1))[1]
    w = (TVEC[J].T@v)**2
    rows, cols = linear_sum_assignment(-w)
    out = [None]*len(cols)
    for r, c in zip(rows, cols):
        out[c] = (TNAME[J][r], w[r, c])
    return out


def evaluate(p, obs, fixed=None):
    """Residuals, Hellmann-Feynman derivatives and pairing (inside each J)."""
    res, der, pairs = [], [], {}
    for J, eo in obs.items():
        e, v = np.linalg.eigh(np.tensordot(p, A[J], 1))
        if fixed is None:
            c = linear_sum_assignment((eo[:, None] - e[None, :])**2)[1]
        else:
            c = np.array(fixed[J])
        u = v[:, c]
        res.append(eo - e[c])
        der.append(np.sum(u[None]*(A[J]@u), axis=1).T)
        pairs[J] = tuple(int(i) for i in c)
    return np.concatenate(res), np.vstack(der), pairs


SIGMA = 0.002
WIDTH = np.array([0.5, 0.3, 0.2, 0.2, 0.02, 0.02])


def fit(start, obs, link=np.eye(6), width=WIDTH, fixed=None):
    p = np.array(start, float)
    r, D, pairs = evaluate(p, obs, fixed)
    history = [(sqrt(np.mean(r**2)), pairs)]
    for _ in range(80):
        U, s, Vt = np.linalg.svd(D@link*width/SIGMA, full_matrices=False)
        k = s > 1
        step = link@(width*(Vt[k].T@((U[:, k].T@r)/SIGMA/s[k])))
        t = 1.0
        while t > 1e-7:
            trial = evaluate(p + t*step, obs, fixed)
            if trial[0]@trial[0] <= (r@r)*(1 + 1e-11):
                break
            t /= 2
        else:
            break
        p = p + t*step
        r, D, pairs = trial
        history.append((sqrt(np.mean(r**2)), pairs))
        if np.max(np.abs(t*step)) < 1e-9:
            break
    U, s, Vt = np.linalg.svd(D@link*width/SIGMA, full_matrices=False)
    k = s > 1
    half = link@(width[:, None]*Vt[k].T/s[k])
    return dict(p=p, r=r, D=D, pairs=pairs, rms=sqrt(np.mean(r**2)), s=s, Vt=Vt,
                rank=int(k.sum()), cov=half@half.T, history=history,
                slope=np.max(np.abs(U[:, k].T@r)))


# Synthetic observations
TRUE = np.array([3.0, 1.2, 0.6, 0.36, 0.04, 0.01])
true_e = energies(TRUE)
all_levels = np.sort(np.concatenate([np.repeat(true_e[J], 2*J + 1) for J in A]))
assert np.allclose(all_levels, np.linalg.eigvalsh(np.tensordot(TRUE, FULL, 1)), atol=1e-10)
rng = np.random.default_rng(7)
noisy = {J: true_e[J] + SIGMA*rng.standard_normal(len(true_e[J])) for J in A}
assert all(np.all(np.diff(noisy[J]) > 0) for J in A)
true_name = {J: [n for n, w in describe(TRUE, J)] for J in A}
obs_a = {J: np.array([e for e, n in zip(noisy[J], true_name[J]) if (n, J) != ("1D", 2)])
         for J in A}
obs_b = {J: np.array([e for e, n in zip(noisy[J], true_name[J]) if n[0] == "3"])
         for J in A}
assert sum(map(len, obs_a.values())) == 11 and sum(map(len, obs_b.values())) == 9

# Derivatives, linearity, and equality of the two forms of the linear problem
r0, D0, pair0 = evaluate(TRUE, obs_a)
h = 1e-5
for k in range(6):
    dp = h*np.eye(6)[k]
    up, dn = energies(TRUE + dp), energies(TRUE - dp)
    fd = np.concatenate([(up[J] - dn[J])[list(pair0[J])]/(2*h) for J in A])
    assert np.allclose(fd, D0[:, k], atol=1e-6)
target = np.concatenate([obs_a[J] for J in A])
assert np.allclose(D0@TRUE, target - r0, atol=1e-10)
assert np.allclose(np.linalg.lstsq(D0, target, rcond=None)[0],
                   TRUE + np.linalg.lstsq(D0, r0, rcond=None)[0], atol=1e-9)

# Best pairing preserves order: brute force over every injective pairing
for _ in range(30):
    eo, em = np.sort(rng.random(3)), np.sort(rng.random(4))
    every = min(np.sum((eo - em[list(c)])**2) for c in permutations(range(4), 3))
    ordered = min(np.sum((eo - em[list(c)])**2) for c in combinations(range(4), 3))
    assert abs(every - ordered) < 1e-14

# Case A: eleven levels, many starts
weight = np.concatenate([np.full(len(obs_a[J]), 2*J + 1) for J in A])
centre = np.average(target, weights=weight)
starts = [np.array([centre, f, g, 0.5*g, 0.03, 0.01])
          for f in (0.3, 0.8, 1.3, 1.8) for g in (0.2, 0.5, 0.8, 1.1)]
runs = [fit(s, obs_a) for s in starts]
best = min(runs, key=lambda x: x["rms"])
good = [i for i, x in enumerate(runs) if abs(x["rms"] - best["rms"]) < 1e-7]
changed = [i for i in good if runs[i]["history"][0][1] != runs[i]["pairs"]]
assert changed, "no successful start with a changed pairing"
for x in runs:
    q = np.array([a for a, b in x["history"]])
    assert np.all(np.diff(q) <= 1e-9)
shown = changed[0]
fa = runs[shown]
assert fa["rank"] == 6 and fa["slope"] < 1e-7

pair_rms = {}
for c in combinations(range(4), 3):
    fixed = {J: tuple(range(len(obs_a[J]))) for J in A}
    fixed[2] = c
    pair_rms[c] = min(fit(s, obs_a, fixed=fixed)["rms"] for s in starts[::3] + [TRUE])
ranking = sorted(pair_rms, key=pair_rms.get)
assert ranking[0] == (1, 2, 3) == fa["pairs"][2]
assert abs(pair_rms[ranking[0]] - fa["rms"]) < 1e-7
assert pair_rms[ranking[1]] > 3*fa["rms"]


def plain_residual(p):
    e = energies(p)
    return np.concatenate([obs_a[J] - e[J][list(fa["pairs"][J])] for J in A])/SIGMA


other = least_squares(plain_residual, fa["p"] + 0.1*WIDTH, jac="3-point", x_scale=WIDTH,
                      xtol=1e-13, ftol=1e-13, gtol=1e-11)
assert np.allclose(other.x, fa["p"], atol=1e-5)

# Errors from the covariance formula against repeated synthetic data
fit_e = energies(fa["p"])
sample = []
for _ in range(400):
    fake = {J: np.sort(fit_e[J][list(fa["pairs"][J])]
                       + SIGMA*rng.standard_normal(len(obs_a[J]))) for J in A}
    x = fit(fa["p"], fake)["p"]
    sample.append(np.append(x, energies(x)[2][0]))
mc = np.std(sample, axis=0, ddof=1)
err = np.sqrt(np.diag(fa["cov"]))
d_missing = derivative(fa["p"], 2, 0)
err_missing = sqrt(d_missing@fa["cov"]@d_missing)
assert np.allclose(mc/np.append(err, err_missing), 1, atol=0.2)
assert np.all(np.abs(fa["p"] - TRUE) < 5*err)
assert abs(fit_e[2][0] - true_e[2][0]) < 5*err_missing

# Case B: triplets only, one combination ill-determined
REF = np.array([3.0, 1.4, 0.7, 0.5, 0.03, 0.015])
fb = fit(REF, obs_b)
assert fb["rank"] == 5 and fb["pairs"][2] == (1, 2, 3) and fb["slope"] < 1e-7
v_min = fb["Vt"][-1]
direction = WIDTH*v_min
trip = np.array([np.append(1.0, racah(t) - np.array(means)) for t in ("3P", "3D", "3F")])
null = np.append(np.linalg.svd(trip)[2][-1], [0, 0])
null = null/null[1]
scaled_null = null/WIDTH
cosine = abs(v_min@scaled_null)/np.linalg.norm(scaled_null)
assert cosine > 0.95
hh = 0.05
delta = (evaluate(fb["p"] + hh*direction, obs_b, fb["pairs"])[0]
         - evaluate(fb["p"] - hh*direction, obs_b, fb["pairs"])[0])/(2*hh*SIGMA)
assert abs(np.linalg.norm(delta)/fb["s"][-1] - 1) < 0.05


def smallest(scale):
    p = TRUE*np.array([1, 1, 1, 1, scale, scale])
    D = evaluate(p, obs_b, fb["pairs"])[1]
    return np.linalg.svd(D*WIDTH/SIGMA, compute_uv=False)[-1]


zeta_ratio = smallest(0.1)/smallest(0.05)
assert 3.5 < zeta_ratio < 4.5


def linked_fit(ratio):
    link = np.zeros((6, 5))
    for row, col in ((0, 0), (1, 1), (2, 2), (4, 3), (5, 4)):
        link[row, col] = 1
    link[3, 2] = ratio
    start = REF.copy()
    start[3] = ratio*start[2]
    e_up, e_dn = energies(TRUE + h*link[:, 2]), energies(TRUE - h*link[:, 2])
    slope = (e_up[1][2] - e_dn[1][2])/(2*h)
    assert abs(slope - derivative(TRUE, 1, 2)@link[:, 2]) < 1e-6
    out = fit(start, obs_b, link, WIDTH[[0, 1, 2, 4, 5]])
    assert out["rank"] == 5 and out["pairs"] == fb["pairs"]
    assert abs(out["p"][3] - ratio*out["p"][2]) < 1e-10
    d = derivative(out["p"], 1, 2)
    return out, energies(out["p"])[1][2], sqrt(d@out["cov"]@d)


l6, l7 = linked_fit(0.6), linked_fit(0.7)
assert abs(l6[1] - true_e[1][2]) < 5*l6[2]
trip_shift = np.max(np.abs(l6[0]["r"] - l7[0]["r"]))
assert abs(l6[1] - l7[1]) > 10*trip_shift
assert abs(l6[0]["rms"] - l7[0]["rms"]) < 0.3*SIGMA

# Output
print(f"level error sigma = {1000*SIGMA:.1f} meV; case A 11 levels, case B 9 levels")
print("A: parameter, model value, start, fit, error, error from 400 repeats (eV)")
for k, n in enumerate(NAMES):
    print(f"  {n:4s}{TRUE[k]:8.4f}{starts[shown][k]:9.4f}{fa['p'][k]:9.4f}"
          f"{err[k]:9.4f}{mc[k]:9.4f}")
print("A: reference half-widths (eV):", *[f"{x:.2f}" for x in WIDTH])
print("A: singular values (no unit):", *[f"{x:.2f}" for x in fa["s"]])
print(f"A: starts {len(starts)}, reaching best fit {len(good)}, of these re-paired {len(changed)}")
print("A: iteration, rms (meV), J=2 calculated levels used (0 = lowest)")
for i, (q, pr) in enumerate(fa["history"][:9]):
    print(f"  {i:2d}{1000*q:10.4f}  {pr[2]}")
print(f"A: iterations in all {len(fa['history']) - 1}, final rms {1000*fa['rms']:.4f} meV")
print(f"A: sqrt(Q/(N-rank)) = {1000*sqrt(fa['r']@fa['r']/(11 - 6)):.3f} meV")
print("A: best rms for each fixed J=2 pairing (meV):")
print("  ", "; ".join(f"{c} {1000*x:.2f}" for c, x in pair_rms.items()))
print("A: level, observed (eV), fitted (eV), weight of named term")
for J in A:
    lookup = dict(zip(fa["pairs"][J], obs_a[J]))
    for i, (n, w) in enumerate(describe(fa["p"], J)):
        seen = f"{lookup[i]:9.4f}" if i in lookup else "  missing"
        print(f"  {n}{J} {seen}{fit_e[J][i]:9.4f}{w:7.3f}")
print(f"A: missing 1D2 predicted {fit_e[2][0]:.4f} +- {err_missing:.4f} eV,"
      f" repeats {mc[6]:.4f}, model {true_e[2][0]:.4f} eV")
print("B: reference (eV):", *[f"{n} {x:.3f}" for n, x in zip(NAMES, REF)])
print("B: singular values (no unit):", *[f"{x:.3f}" for x in fb["s"]])
print("B: dropped combination, F2 part = 1:", *[f"{x:.3f}" for x in direction/direction[1]])
print("B: LS null combination, F2 part = 1:", *[f"{x:.3f}" for x in null])
print(f"B: cosine between them, scaled {cosine:.4f}; s_min ratio on halving zeta {zeta_ratio:.3f}")
print(f"B: F2 error from dropped combination if kept {abs(direction[1])/fb['s'][-1]:.3f} eV")
print("B: fit, F2, G1, G3 (eV), rms (meV), predicted 1P1 (eV)")
for label, x in (("truncated", fb), ("G3=0.6 G1", l6[0]), ("G3=0.7 G1", l7[0])):
    p = x["p"]
    print(f"  {label:10s}{p[1]:8.4f}{p[2]:8.4f}{p[3]:8.4f}{1000*x['rms']:8.4f}"
          f"{energies(p)[1][2]:9.4f}")
print(f"B: 1P1 model value {true_e[1][2]:.4f} eV; linked 0.6 error {l6[2]:.4f} eV")
print(f"B: link 0.6 to 0.7 moves 1P1 by {1000*(l7[1] - l6[1]):.2f} meV,"
      f" triplets by at most {1000*trip_shift:.3f} meV")
print("all good")
```

It prints:

```
level error sigma = 2.0 meV; case A 11 levels, case B 9 levels
A: parameter, model value, start, fit, error, error from 400 repeats (eV)
  Eav   3.0000   3.0254   2.9998   0.0007   0.0007
  F2    1.2000   0.3000   1.2014   0.0044   0.0044
  G1    0.6000   0.2000   0.6023   0.0027   0.0027
  G3    0.3600   0.1000   0.3532   0.0047   0.0048
  zp    0.0400   0.0300   0.0392   0.0020   0.0020
  zd    0.0100   0.0100   0.0109   0.0009   0.0009
A: reference half-widths (eV): 0.50 0.30 0.20 0.20 0.02 0.02
A: singular values (no unit): 829.56 93.39 64.66 48.06 24.23 10.04
A: starts 16, reaching best fit 12, of these re-paired 5
A: iteration, rms (meV), J=2 calculated levels used (0 = lowest)
   0  139.7039  (0, 1, 3)
   1   21.8586  (1, 2, 3)
   2    3.8881  (1, 2, 3)
   3    0.8442  (1, 2, 3)
   4    0.8418  (1, 2, 3)
   5    0.8418  (1, 2, 3)
   6    0.8418  (1, 2, 3)
   7    0.8418  (1, 2, 3)
A: iterations in all 7, final rms 0.8418 meV
A: sqrt(Q/(N-rank)) = 1.249 meV
A: best rms for each fixed J=2 pairing (meV):
   (0, 1, 2) 39.75; (0, 1, 3) 26.20; (0, 2, 3) 27.45; (1, 2, 3) 0.84
A: level, observed (eV), fitted (eV), weight of named term
  3P0    3.1679   3.1676  1.000
  3D1    2.8802   2.8791  0.994
  3P1    3.1634   3.1643  0.989
  1P1    3.4301   3.4304  0.988
  1D2   missing   2.7183  0.956
  3F2    2.8401   2.8406  0.925
  3D2    2.8985   2.8982  0.961
  3P2    3.1655   3.1651  0.993
  3F3    2.8643   2.8647  0.941
  3D3    2.9214   2.9231  0.940
  1F3    3.3706   3.3701  0.998
  3F4    2.9103   2.9090  1.000
A: missing 1D2 predicted 2.7183 +- 0.0015 eV, repeats 0.0015, model 2.7201 eV
B: reference (eV): Eav 3.000 F2 1.400 G1 0.700 G3 0.500 zp 0.030 zd 0.015
B: singular values (no unit): 750.467 87.928 56.815 24.290 9.810 0.181
B: dropped combination, F2 part = 1: 0.100 1.000 0.599 1.403 0.000 0.000
B: LS null combination, F2 part = 1: 0.100 1.000 0.600 1.400 0.000 0.000
B: cosine between them, scaled 1.0000; s_min ratio on halving zeta 3.979
B: F2 error from dropped combination if kept 0.663 eV
B: fit, F2, G1, G3 (eV), rms (meV), predicted 1P1 (eV)
  truncated   1.3284  0.6781  0.5322  0.9624   3.5313
  G3=0.6 G1   1.2084  0.6061  0.3637  0.9097   3.4361
  G3=0.7 G1   1.2699  0.6430  0.4501  0.9381   3.4849
B: 1P1 model value 3.4319 eV; linked 0.6 error 0.0035 eV
B: link 0.6 to 0.7 moves 1P1 by 48.80 meV, triplets by at most 0.207 meV
all good
```
